\section*{Current-Induced Spin Density in a Weakly Split Rashba Gas, part 2}

An electric current in a two-dimensional Rashba gas carries a spin density $s_y$, whose prefactor depends on how scattering relaxes the two bands. In the algebra $\hbar$, the free-electron mass and the elementary charge $e$ equal one. The electron has charge $-1$, and its spin operator is $\boldsymbol\sigma/2$. With effective mass $m$,
\begin{equation}
H=\frac{k_x^2+k_y^2}{2m}+\alpha\,(k_x\sigma_y-k_y\sigma_x),\qquad \alpha>0 .
\label{eq:H}
\end{equation}
Let $\varphi$ be the angle of $\mathbf k$. The bands $\lambda=\pm1$ have energies $\varepsilon_\lambda=k^2/(2m)+\lambda\alpha k$ and spin directions $\lambda\mathbf n$, with $\mathbf n=(-\sin\varphi,\cos\varphi)$. The chemical potential $\mu$ is measured from the band crossing. For $\mu>0$ both bands have Fermi speed $v=\sqrt{\alpha^2+2\mu/m}$; their Fermi radii and the electron density are
\begin{equation}
k_\lambda=m(v-\lambda\alpha).
\label{eq:radii}
\end{equation}
\begin{equation}
k_++k_-=2mv,\qquad k_+-k_-=-2m\alpha .
\label{eq:sumdiff}
\end{equation}
\begin{equation}
n=\frac{k_+^2+k_-^2}{4\pi}=\frac{0.05923+0.07269}{4\pi}=0.01050\ \text{\AA}^{-2}.
\label{eq:density}
\end{equation}
Without splitting the Fermi wavenumber is $k_F=\sqrt{2m\mu}$.

A field $E>0$ along $+x$ exerts the force $-E$ on electrons. With relaxation times $\tau_\lambda$, the occupations deviate from the Fermi function $f^0$ by $\delta f_\lambda=\tau_\lambda E(\partial\varepsilon_\lambda/\partial k)\cos\varphi\,\partial f^0/\partial\varepsilon$. Summing the spin $\lambda\mathbf n/2$ over $\delta f_\lambda$ gives, the second form at low temperature,
\begin{equation}
s_y=\frac{E}{8\pi}\sum_\lambda\lambda\tau_\lambda
\int_0^\infty k\,\frac{\partial\varepsilon_\lambda}{\partial k}\,
\frac{\partial f^0}{\partial\varepsilon}\,dk ,
\label{eq:radial}
\end{equation}
\begin{equation}
s_y=-\frac{E}{8\pi}\sum_\lambda\lambda k_\lambda\tau_\lambda
=-\frac{E}{8\pi}\,(k_+\tau_+-k_-\tau_-).
\label{eq:general}
\end{equation}
A common time $\tau$ gives the linear law
\begin{equation}
s_y=-\frac{E\tau}{8\pi}(-2m\alpha)=\frac{m\alpha\tau E}{4\pi}
\qquad\text{(common relaxation time)}.
\label{eq:common}
\end{equation}
For scalar disorder and weak splitting, a dimensionless number $\eta$, still to be found, describes the difference in times:
\begin{equation}
\tau_\lambda=\tau\left(1-\lambda\eta\,\frac{\alpha}{v}\right).
\label{eq:eta}
\end{equation}
\begin{equation}
s_y=(1+\eta)\,\frac{m\alpha\tau E}{4\pi}.
\label{eq:etaresult}
\end{equation}

The example has $m=0.5$ electron masses, $\alpha=0.20$~eV\,\AA, $\mu=0.50$~eV, $\hbar/\tau=0.0050$~eV, thermal energy 0.010~eV and $eE=10^{-6}$~eV/\AA. Thus $k_F=0.25616$, $k_+=0.24337$, $k_-=0.26962$ and $eE\tau/\hbar=2.0\times10^{-4}$, all in \AA$^{-1}$. The common-time value is $s_y/\hbar=2.09\times10^{-7}$~\AA$^{-2}$. Grid sums are direct numerical sums over momentum.

\subsection{Scattering rates for short-range impurities}

Consider impurities at random positions $\mathbf R_j$ with density $n_i$, each with the scalar potential $u\,\delta(\mathbf r-\mathbf R_j)$. In a sample of area $A$ the matrix element between two band states with spinors $\chi$ and $\chi'$ is
\begin{equation}
M=\frac{u}{A}\,\langle\chi'|\chi\rangle\sum_j e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_j}.
\end{equation}
When $|M|^2$ is averaged over the positions, the cross terms between different impurities vanish for $\mathbf k'\neq\mathbf k$. The $n_iA$ diagonal terms each give one. Thus
\begin{equation}
\overline{|M|^2}=\frac{n_iu^2}{A}\,|\langle\chi'|\chi\rangle|^2 .
\label{eq:M2}
\end{equation}
The overlap follows from the projectors $P_\lambda=(1+\lambda\mathbf n\cdot\boldsymbol\sigma)/2$. The Pauli matrices have zero trace, and $\operatorname{Tr}[(\mathbf n\cdot\boldsymbol\sigma)(\mathbf n'\cdot\boldsymbol\sigma)]=2\,\mathbf n\cdot\mathbf n'$. Therefore
\begin{equation}
|\langle\chi'|\chi\rangle|^2=\operatorname{Tr}(P_\lambda P'_{\lambda'})
=\frac{1+\lambda\lambda'\cos(\varphi-\varphi')}{2},
\label{eq:overlap}
\end{equation}
where $\mathbf n\cdot\mathbf n'=\sin\varphi\sin\varphi'+\cos\varphi\cos\varphi'=\cos(\varphi-\varphi')$. Within a band, scattering favours the forward direction. Between bands it favours the backward direction. Both tendencies express the same fact: a scalar impurity does not act on the spin, so the rate is proportional to the squared overlap of the initial and final spin states.

The density of states of band $\lambda$ at the Fermi energy is
\begin{equation}
N_\lambda=\int\frac{d^2k}{(2\pi)^2}\,\delta(\varepsilon_\lambda-\mu)=\frac{k_\lambda}{2\pi v}.
\end{equation}
With Eq.~\eqref{eq:sumdiff},
\begin{equation}
N_++N_-=\frac{m}{\pi},\qquad N_+-N_-=-\frac{m\alpha}{\pi v}.
\label{eq:dos}
\end{equation}
The golden rule multiplies Eq.~\eqref{eq:M2} by $2\pi$ and an energy delta function. The sum over final states is $A\int d^2k'/(2\pi)^2$ for each band, which cancels the $1/A$. The cosine in the overlap averages to zero over the final angle, so the total rate out of a state is
\begin{equation}
\frac1\tau=2\pi n_iu^2\,\frac12\,(N_++N_-)=mn_iu^2 .
\label{eq:lifetime}
\end{equation}
It is the same in both bands. From here on, $\tau$ denotes this scattering lifetime.

\subsection{Solving with the return of scattered electrons}

Equal lifetimes might seem to justify a common relaxation time. They do not, because a collision also delivers an electron to another state, where it still contributes to the deviation from equilibrium. For elastic scattering with equal forward and reverse rates the exclusion factors combine as $f(1-f')-f'(1-f)=f-f'$, and the collision term is linear. Write
\begin{equation}
\delta f_\lambda=E\,L_\lambda(\varphi)\,\frac{\partial f^0}{\partial\varepsilon},
\end{equation}
where $L_\lambda$ is a length along $x$. The Boltzmann equation, divided by $-E\,\partial f^0/\partial\varepsilon$, becomes
\begin{equation}
v\cos\varphi=\frac{L_\lambda(\varphi)}{\tau}
-2\pi n_iu^2\sum_{\lambda'}N_{\lambda'}\int_0^{2\pi}\frac{d\varphi'}{2\pi}\,
\frac{1+\lambda\lambda'\cos(\varphi-\varphi')}{2}\,L_{\lambda'}(\varphi').
\label{eq:full}
\end{equation}
The last term is the in-scattering. The source is proportional to $\cos\varphi$ and the kernel depends on the angle difference, so try $L_\lambda=\ell_\lambda\cos\varphi$. A constant added to $L$ in all states would also satisfy the equation, but it changes the electron density and is excluded. The angular integrals are
\begin{equation}
\int_0^{2\pi}\frac{d\varphi'}{2\pi}\cos\varphi'=0,\qquad
\int_0^{2\pi}\frac{d\varphi'}{2\pi}\cos(\varphi-\varphi')\cos\varphi'=\frac{\cos\varphi}{2}.
\end{equation}
With $n_iu^2=1/(m\tau)$ from Eq.~\eqref{eq:lifetime}, the in-scattering term equals $(\lambda G/\tau)\cos\varphi$, where
\begin{equation}
G=\frac{\pi}{2m}\sum_{\lambda'}\lambda'N_{\lambda'}\ell_{\lambda'} .
\label{eq:G}
\end{equation}
The prefactor is $2\pi\cdot\frac12\cdot\frac12\cdot\frac1m=\pi/(2m)$. Equation~\eqref{eq:full} now reads
\begin{equation}
\ell_\lambda=v\tau+\lambda G .
\label{eq:ell}
\end{equation}
Substitute this in Eq.~\eqref{eq:G} and use Eq.~\eqref{eq:dos}:
\begin{align}
G&=\frac{\pi}{2m}\left[v\tau(N_+-N_-)+G(N_++N_-)\right]\nonumber\\
&=\frac{\pi}{2m}\left[-\frac{m\alpha\tau}{\pi}+\frac{mG}{\pi}\right]
=-\frac{\alpha\tau}{2}+\frac G2 .
\end{align}
Hence $G=-\alpha\tau$, and
\begin{equation}
\ell_\lambda=\tau(v-\lambda\alpha)=\frac{\tau k_\lambda}{m},\qquad
\tau_\lambda=\frac{\ell_\lambda}{v}=\tau\left(1-\lambda\frac{\alpha}{v}\right).
\label{eq:imptimes}
\end{equation}
This is Eq.~\eqref{eq:eta} with $\eta=1$. The larger density of states of the lower band makes $G$ negative, so the return of electrons lengthens the transport time of the lower band and shortens that of the upper. Equation~\eqref{eq:etaresult} gives
\begin{equation}
s_y=\frac{m\alpha\tau E}{2\pi}\qquad\text{(scalar short-range impurities)}.
\label{eq:impurity}
\end{equation}

In the example $\hbar v=3.909$~eV\,\AA, so $\alpha/v=0.20/3.909=0.0512$. The transport times are 0.9488 and 1.0512 lifetimes for the upper and lower bands. Equation~\eqref{eq:general} then gives
\begin{equation}
\frac{s_y}{\hbar}=\frac{2.0\times10^{-4}}{8\pi}
(0.26962\times1.05116-0.24337\times0.94884)=4.18\times10^{-7}\ \text{\AA}^{-2}.
\end{equation}
This is 41.8 per square micrometre, or $4.0\times10^{-5}$ per electron. A difference of about five per cent in each time has doubled the spin density. A matrix solution of the Boltzmann equation on the two Fermi circles, with numerical spinor overlaps, gives the same value. When its in-scattering is removed, it returns $2.09\times10^{-7}$~\AA$^{-2}$, the common-time result.

\subsection{The current does not reveal the difference}

The current density is minus the electron flux. The steps that led to Eq.~\eqref{eq:general}, with $\lambda\cos\varphi/2$ replaced by $-v\cos\varphi$, give
\begin{equation}
j_x=\frac{E}{4\pi}\sum_\lambda k_\lambda v\tau_\lambda .
\end{equation}
From Eqs.~\eqref{eq:radii} and \eqref{eq:density} the electron density is $n=m^2(v^2+\alpha^2)/(2\pi)$. A common time gives $\sum_\lambda k_\lambda v\tau=2mv^2\tau$, while the times \eqref{eq:imptimes} give $\sum_\lambda k_\lambda^2\tau/m=4\pi n\tau/m$. Hence
\begin{equation}
j_x^{\rm common}=\frac{n\tau E}{m}\,\frac{v^2}{v^2+\alpha^2},\qquad
j_x^{\rm imp}=\frac{n\tau E}{m}.
\end{equation}
The currents differ by a fraction of about $\alpha^2/v^2$, which is 0.3 per cent in the example. The bands add in the current and subtract in the spin. A relaxation time that reproduces the conductivity can thus still give half the spin density.

\subsection{Drift as an effective magnetic field}

The impurity solution has a simple meaning. Since $L_\lambda=\tau k_x/m$, the deviation is $\delta f_\lambda=(E\tau k_x/m)\,\partial f^0/\partial\varepsilon$. With the drift velocity $u_d=-E\tau/m$, this is the first-order expansion of $f^0(\varepsilon_\lambda-u_dk_x)$. The electrons are distributed as in an equilibrium with $H$ replaced by $H-u_dk_x$. Let $q_x=k_x-mu_d$ and $q_y=k_y$. Completing the square gives
\begin{equation}
H-u_dk_x=\frac{q^2}{2m}+\alpha(q_x\sigma_y-q_y\sigma_x)+\alpha mu_d\,\sigma_y-\frac{mu_d^2}{2}.
\label{eq:boost}
\end{equation}
The last term is of second order in $E$. What remains is a Rashba gas in equilibrium with a Zeeman term $h\sigma_y$, where $h=\alpha mu_d=-\alpha E\tau$.

The response to $h$ has two parts. First, the energies shift by $h\lambda\cos\varphi$ and the occupations follow:
\begin{equation}
s_y^{(1)}=\sum_\lambda\int\frac{d^2k}{(2\pi)^2}\,\frac{\lambda\cos\varphi}{2}\,
h\lambda\cos\varphi\,\frac{\partial f^0}{\partial\varepsilon}
=-\frac h4(N_++N_-)=-\frac{mh}{4\pi}.
\end{equation}
Second, the spins tilt. The spin follows the direction of $\alpha k\,\mathbf n+h\hat{\mathbf y}$. The part of $h\hat{\mathbf y}$ perpendicular to $\mathbf n$ has the $y$ component $h(1-\cos^2\varphi)$, so $\langle\sigma_y\rangle_\lambda$ changes by $\lambda h\sin^2\varphi/(\alpha k)$. At small $k$, where this expansion fails, both bands are full and their spins cancel. Summing over the occupied states,
\begin{equation}
s_y^{(2)}=\frac{h}{8\pi\alpha}\sum_\lambda\lambda\int_0^{k_\lambda}dk
=\frac{h}{8\pi\alpha}(k_+-k_-)=-\frac{mh}{4\pi}.
\end{equation}
The total is
\begin{equation}
s_y=-\frac{mh}{2\pi}=\frac{m\alpha\tau E}{2\pi},
\label{eq:zeeman}
\end{equation}
in agreement with Eq.~\eqref{eq:impurity}. The sign is now plain: electrons drift towards $-x$, the term $\alpha k_x\sigma_y$ then favours spin along $+y$, and $s_y$ is positive. In the example $|h|=0.20\times2.0\times10^{-4}=4.0\times10^{-5}$~eV. Separate grid sums for the boosted distribution and for the static Zeeman term both give $4.18\times10^{-7}\,\hbar$\,\AA$^{-2}$.

\subsection{Where the linear law ends}

The derivation needs both bands at the Fermi level. For $-m\alpha^2/2<\mu<0$ the upper band is empty, and the lower band has two Fermi circles, with radii $m(\alpha\pm v)$ and radial velocities $\pm v$, where now $v<\alpha$. In Eq.~\eqref{eq:radial} the inner circle enters with the opposite sign because its velocity is reversed. The integral is $-[m(\alpha+v)-m(\alpha-v)]=-2mv$. With $\lambda=-1$ and a common time,
\begin{equation}
s_y=\frac{mv\tau E}{4\pi},\qquad
\frac v\alpha=\sqrt{1+\frac{2\mu}{m\alpha^2}} .
\label{eq:below}
\end{equation}
This joins Eq.~\eqref{eq:common} at $\mu=0$ and vanishes at the band bottom. For $\mu=-0.40\,(m\alpha^2/2)$ the ratio to the linear law is $\sqrt{0.60}=0.775$, and the grid sum gives 0.7745. Here the splitting is no longer weak, and the impurity result \eqref{eq:impurity} has not been derived for this range.

Above the crossing, Eq.~\eqref{eq:impurity} was derived for scalar short-range impurities treated at lowest order in their potential. For weak splitting, a finite range $R$ of the scalar potential keeps the factor of two, provided $\tau$ is read as the mean transport time of the two bands instead of the lifetime, and provided the difference of the Fermi radii is small on the scale of the potential, $2m\alpha R\ll1$. To see this, let the scattering rate contain a smooth factor $w(q^2)$, where $q$ is the momentum transfer. Put $\ell_\lambda=\ell_0+\lambda\ell_1$, write $c$ for the cosine of the scattering angle, and let angle brackets denote the average over that angle. To first order in $\alpha$, the part of the Boltzmann equation odd in $\lambda$ is
\begin{equation}
\ell_1\left\langle w\,(1-c^2)\right\rangle
=\frac{\alpha}{v}\,\ell_0\left\langle w\,c(1-c)+q^2\frac{dw}{dq^2}\,(1-c^2)\right\rangle .
\end{equation}
With $q^2=2k_F^2(1-c)$, integrating the derivative term by parts over the angle turns the right side into $-(\alpha/v)\,\ell_0\langle w(1-c^2)\rangle$. Hence $\ell_1=-\alpha\ell_0/v$, which is again $\eta=1$. The expansion neglects the smallest momentum transfer between the bands, $k_--k_+=2m\alpha$, and this is where the condition $2m\alpha R\ll1$ enters. For smooth disorder with $2m\alpha R\gg1$, scattering between the bands is suppressed and only small angles $\theta$ within a band remain. Then $1/\tau_\lambda\propto N_\lambda\langle w(k_\lambda^2\theta^2)\,\theta^2\rangle\propto k_\lambda\cdot k_\lambda^{-3}$, so $\tau_\lambda\propto k_\lambda^2$, $\eta=2$, and the factor is three instead of two. In the example $2m\alpha$ is 0.026~\AA$^{-1}$, so the crossover lies at a range of a few nanometres; disorder from remote dopants can be in or beyond this crossover. Scattering that acts on the spin requires its own $\eta$. If the level width becomes comparable with the splitting, the description by separate band occupations used here loses its basis, and coherence between the bands must be included. This is not derived here, but the outcome can be stated: for scalar short-range impurities with $\mu\tau\gg1$ the steady-state value \eqref{eq:impurity} survives, whereas the common-time value is reduced by the factor $x^2/(1+x^2)$ with $x=2\alpha k_F\tau$. The numerical output gives the values behind the example.

\section*{Computed results}
\begin{verbatim}
effective mass = 0.50 electron masses
Rashba coefficient = 0.20 eV angstrom
chemical potential above crossing = 0.50 eV
level width hbar/tau = 0.0050 eV
thermal energy = 0.010 eV
force eE = 1.0e-06 eV/angstrom
Fermi wavenumber without splitting = 0.25616 1/angstrom
upper-band Fermi radius = 0.24337 1/angstrom
lower-band Fermi radius = 0.26962 1/angstrom
hbar times Fermi speed = 3.9090 eV angstrom
band splitting 2 alpha kF = 0.10246 eV
alpha kF / mu = 0.1025 (no unit)
splitting / level width = 20.49 (no unit)
electron density = 0.010498 1/angstrom^2
momentum shift eE tau/hbar = 2.000e-04 1/angstrom
Zeeman energy of drift = 4.000e-05 eV
common time, upper-band spin = -1.9363e-06 hbar/angstrom^2
common time, lower-band spin = 2.1452e-06 hbar/angstrom^2
common time, s_y formula = 2.0887e-07 hbar/angstrom^2
common time, s_y grid = 2.0887e-07 hbar/angstrom^2
common time, s_y converted = 20.887 hbar/micrometre^2
impurities, s_y formula = 4.1773e-07 hbar/angstrom^2
impurities, s_y matrix = 4.1773e-07 hbar/angstrom^2
impurities, s_y converted = 41.773 hbar/micrometre^2
no in-scattering, s_y = 2.0887e-07 hbar/angstrom^2
boosted distribution, s_y = 4.1773e-07 hbar/angstrom^2
Zeeman response, s_y = 4.1773e-07 hbar/angstrom^2
impurity time / lifetime, upper band = 0.94884 (no unit)
impurity time / lifetime, lower band = 1.05116 (no unit)
common time, spin per electron = 1.990e-05 hbar
impurities, spin per electron = 3.979e-05 hbar
intermediate eta = 0.4 (no unit)
its s_y / common-time s_y = 1.3999 (no unit)
4 alpha: s_y / example s_y = 4.0000 (no unit)
below crossing: mu/(m alpha^2/2) = -0.40 (no unit)
below crossing: s_y / linear law = 0.7745 (no unit)
\end{verbatim}
